# Pressure and mechanical equilibrium in jellium and stabilized jellium

**Question.** Jellium is in mechanical equilibrium at only one density, close to that of sodium. Why? And how does the constant potential of the stabilized jellium model bring the pressure to zero at other densities, when a constant added to an energy should exert no force?

**Answer.** Compressing the electron gas raises its kinetic energy and lowers its exchange-correlation energy. The kinetic pressure rises more steeply with density than the inward exchange-correlation pressure, so the two cancel at one density. To first order in their potential, ions add two pressures that the smooth background lacks, an outward one from core repulsion and an inward one from electrostatic attraction. The constant $C$ is their net value per electron. It exists only where there is background, so it moves when the background moves, and in that way it does work.

### The pressure of jellium

Hartree atomic units are used, for a spin-unpolarized fluid at zero temperature with $n=3/(4\pi r_s^3)$. Pressure refers to straining electrons and background together, the background having no stiffness of its own. The system stays neutral and uniform, so its electrostatic energy is zero and the energy per electron is $e_J=t_s+e_x+e_c$.

Two spins filling a sphere in $k$ space give $n=k_F^3/3\pi^2$, so $k_F=(9\pi/4)^{1/3}/r_s$, and
$$t_s=\frac1n\int_0^{k_F}\frac{k^2dk}{\pi^2}\frac{k^2}{2}=\frac{3k_F^2}{10}=\frac{a}{r_s^2},\qquad a=1.104951 .$$
In the exchange energy the factor $\tfrac12$ for pairs cancels the factor 2 for spin:
$$e_x=-\frac1n\,\frac{4\pi}{(2\pi)^6}\,I,\qquad I=\iint\frac{d^3k\,d^3k'}{|\mathbf k-\mathbf k'|^2}.$$
The integral over the direction of $\mathbf k'$ gives $(2\pi/kk')\ln|(k+k')/(k-k')|$, and that over the direction of $\mathbf k$ gives $4\pi$. Doubling the region $k'<k$ and setting $k'=sk$,
$$I=16\pi^2\int_0^{k_F}k^3dk\int_0^1 s\ln\frac{1+s}{1-s}\,ds .$$
With $\ln\frac{1+s}{1-s}=2\sum_{m\ge0} s^{2m+1}/(2m+1)$ the second integral is $\sum_m\left[\frac1{2m+1}-\frac1{2m+3}\right]=1$, a telescoping sum. Hence $I=4\pi^2k_F^4$ and
$$e_x=-\frac{3\pi^2}{k_F^3}\,\frac{16\pi^3k_F^4}{64\pi^6}=-\frac{3k_F}{4\pi}=-\frac{b}{r_s},\qquad b=0.458165 .$$
The correlation energy $e_c(r_s)$ has no closed form; the Perdew-Wang parametrization is used unless another is named.

With $E=Ne$ and $n=N/V$, $dn/dV=-n/V$, so $P=-dE/dV=n^2\,de/dn$. Since $r_s\propto n^{-1/3}$, $n\,d/dn=-(r_s/3)\,d/dr_s$. Writing $e_c'=de_c/dr_s$,
$$P_J=-\frac{nr_s}{3}\left(-\frac{2a}{r_s^3}+\frac{b}{r_s^2}+e_c'\right)=\frac{n}{3r_s}\left[\frac{2a}{r_s}-b-r_s^2e_c'\right].$$
The bulk modulus is $B=n\,dP/dn=2P+n^3\,d^2e/dn^2$.

Zero pressure means $2a/r_s=b+r_s^2e_c'$. The left side falls as $r_s$ grows. Evaluated numerically for $0.1\le r_s\le100$, $r_s^2e_c'$ is positive and rises, so the two sides cross at most once in that range. Without correlation they cross at $2a/b=4.82$. Correlation raises the right side, so the crossing moves to smaller $r_s$: root finding gives $r^*=4.185$, where $2a/r^*=0.52805$ equals $0.45817+0.06989$ within rounding. The Perdew-Zunger and Vosko-Wilk-Nusair parametrizations give $4.176$ and $4.184$, so $r^*\approx4.2$ is the firm statement. There $e_J=-0.0775$ Ha $=-2.11$ eV and $B_J=1.5$ GPa $>0$, a minimum of the energy.

Denser jellium would expand and thinner jellium would contract unless outside forces hold the background. $B_J$ changes sign at $r_s=5.25$, where $P_J$ is most negative; beyond it a deformable background is also unstable against uniform strain. Sodium, at roughly $r_s=3.9$, is near $r^*$ but not at it: there $P_J=0.4$ GPa, against $89$ GPa at $r_s=2$.

### What the ions add

Replace the background by ions of valence $z$, each at the centre of a neutral sphere of radius $r_0=z^{1/3}r_s$. Keep the electrons uniform, which is first order in the ion potential. This does not apply to metals with partly filled $d$ or $f$ shells, and for simple metals it is only rough. The omitted second-order (band-structure) term, evaluated with the empty core fitted below, adds a pressure of about $-1.9$ GPa for a bcc lattice with $r_s=3.93$, $z=1$, where $P_J=0.4$ GPa, and about $-39$ GPa for an fcc lattice with $r_s=2.07$, $z=3$, where $P_J=72$ GPa. Neutral spheres that do not overlap do not interact; spheres of this volume cannot fill space without overlap, so treating each cell as such a sphere is an approximation (the Wigner-Seitz sphere). An electron feels the Ashcroft empty-core potential, $v_{ps}=-z/r$ for $r>r_c$ and $0$ inside, with $r_c<r_0$; this is $-z/r$ everywhere plus $+z/r$ in the core. With the cell average $\langle f\rangle=(3/r_0^3)\int_0^{r_0}r^2f\,dr$, the two parts give
$$\langle -z/r\rangle=-\frac{3z}{2r_0},\qquad w_R=\frac{3}{r_0^3}\,\frac{zr_c^2}{2}=\frac{3r_c^2}{2r_s^3}.$$
A uniform positive sphere of charge $z$ gives an electron the potential energy from the charge inside $r$ plus the shells outside,
$$v_{bg}=-\left[\frac{4\pi nr^2}{3}+2\pi n(r_0^2-r^2)\right]=-\frac{3z}{2r_0}\left(1-\frac{r^2}{3r_0^2}\right),$$
where $2\pi n=3z/2r_0^3$ was used. With $\langle r^2\rangle=3r_0^2/5$, $\langle v_{bg}\rangle=-6z/5r_0$. The electrons form the same sphere with opposite charge, so their mutual repulsion per electron is half of $6z/5r_0$, and the Madelung term is
$$e_M=-\frac{3z}{2r_0}+\frac{3z}{5r_0}=-\frac{9z}{10r_0}=-\frac{9z^{2/3}}{10r_s}.$$
The energy per electron is $e_{SJ}=e_J+w_R+e_M$.

The potential that turns jellium into this metal is $\delta v=v_{ps}-v_{bg}$. Ion and background sphere carry the same charge, so $\delta v$ vanishes outside the sphere. Its average therefore has no arbitrary constant, and it is zero in vacuum. Inside,
$$C\equiv\langle\delta v\rangle=w_R-\frac{3z}{2r_0}+\frac{6z}{5r_0}=w_R-\frac{3z}{10r_0}=w_R+\frac{e_M}{3}.$$
At fixed $r_c$ and $z$, $w_R\propto n$ and $e_M\propto n^{1/3}$, so $n\,d(w_R+e_M)/dn=w_R+e_M/3$, which is $C$. Then
$$P_{SJ}=P_J+nC,\qquad P_{SJ}=0\ \Longleftrightarrow\ C=-\frac{P_J}{n}=-n\frac{de_J}{dn}.$$
The required $C$ depends on $r_s$ alone, not on $z$. Equilibrium is imposed here, not predicted: $r_c$ is fitted so that the observed density has zero pressure,
$$r_c^2=\frac{2r_s^3}{3}\left[C+\frac{3z^{2/3}}{10r_s}\right].$$
The value $C=-P_J/n$ exists at every density, but a real $r_c$ needs a positive bracket. Root finding puts its zero at $r_s=1.59$ for $z=1$ and $0.94$ for $z=3$, the equilibrium densities of point ions in this model. Both lie below the range of simple metals, roughly 2 to 6.

At $r^*$, $C=0$ and $r_c^2=z^{2/3}r_s^2/5$, so $r_c=r_0/\sqrt5$, which is $1.87$ bohr for $z=1$. A metal lies near $r^*$ when its core pressure $nw_R$ nearly cancels its Madelung pressure $ne_M/3$. At $r_s=3.9$ the remainder is $C=-0.1$ eV, about 5% of $|e_M|/3$ for $z=1$; at $r_s=4.86$ it is still only 9%, so the cancellation has to be close. Within this model sodium's nearness to $r^*$ is thus a statement about the size of its core, inferred from its density; jellium contains nothing that selects sodium.

### How the constant exerts a force

For a finite sample, replace $\delta v$ by $C\theta(\mathbf r)$, where $\theta$ is 1 on the background, of density $n_+=\bar n\theta$, and 0 elsewhere. The remaining change from jellium, ion-ion energy minus background self-energy, does not depend on $n(\mathbf r)$. In the bulk it must bring the total to $w_R+e_M$ per electron, so it is $w_R+e_M-C$ per electron:
$$E=E_J[n,n_+]+C\int\theta\,(n-n_+)+(w_R+e_M)\int n_+ .$$
A potential $C$ filling all space would add $CN$ and no force. The factor $\theta$ makes the difference.

Let the metal fill $x<0$, let $F[n]$ be the kinetic plus exchange-correlation functional, and let $\phi$ be the electrostatic potential energy of an electron, with $\phi''=4\pi(n_+-n)$. Stationarity of $E$ at fixed electron number gives $\delta F/\delta n+\phi+C\theta(-x)=\mu$. Assume $n$ is continuous at the edge, as it is for Kohn-Sham or with a gradient term in $F$; for a purely local $F$ the density jumps at the step and $n(0)$ is undefined. Differentiate, using $d\theta(-x)/dx=-\delta(x)$, multiply by $n$ and integrate:
$$\int n\left(\frac{\delta F}{\delta n}\right)'dx+\int n\,\phi'\,dx-C\,n(0)=0 .$$
For the first term, displace the electrons by $s(x)$, equal to a small $\epsilon$ throughout the surface region and falling slowly to zero deep in the bulk. Then $\delta n=-(ns)'$, and integration by parts gives $\delta F=\int ns\,(\delta F/\delta n)'dx=\epsilon\int n(\delta F/\delta n)'dx$, because $\delta F/\delta n$ is flat in the bulk. The same displacement translates the surface rigidly, which leaves $F$ unchanged, and dilates the bulk by a volume $\epsilon$ per area, which costs $-P_J\epsilon$ if $F$ reduces to $\int ne_J$ for slow variations. The first term is therefore $-P_J$. For the second, $\int(n_+-n)\phi'dx=[\phi'^2/8\pi]=0$, since the field vanishes at both ends; hence $\int n\phi'dx=\int n_+\phi'dx=\bar n\,\Delta\phi$ with $\Delta\phi=\phi(0)-\phi(-\infty)$. This is the generalized Budd-Vannimenus theorem,
$$\Delta\phi=\frac{P_J}{\bar n}+C\,\frac{n(0)}{\bar n}.$$

Now cut the rigid background along a plane many screening lengths inside and move the outer piece outward by a small $g$. Because $E$ is stationary in $n$, the first-order change is taken at fixed $n$. Positive charge $\bar ng$ per area leaves the cut and appears at the edge; unit positive charge has energy $-\phi$, so this contributes $-\bar ng\,\Delta\phi$. The region with $\theta=1$ gains a layer at the edge, contributing $+Cn(0)g$, and loses one at the cut, contributing $-C\bar ng$. The terms containing only $n_+$ are unchanged. The force per area pushing the pieces apart is
$$-\frac{dE}{dg}\Big|_{g\to0^+}=\bar n\,\Delta\phi-Cn(0)+C\bar n=P_J+C\bar n .$$
The step at the outer surface cancels against the change it causes in $\Delta\phi$. The new force comes wholly from the gap, where electrons lose the potential $C$; if $C$ were kept in the gap, the force would remain $P_J$. For $r_s<r^*$, $C$ is negative and the electrons in the gap lose binding, which holds the pieces together. This result holds for $g\to0$; at finite $g$ the force need not vanish, and a wide gap changes the energy by that of two surfaces.

### What the constant does not fix

A term $u\propto n^p$ in the energy per electron has $P=pnu$ and $B=n\,dP/dn=p(p+1)nu$. With $p=1$ and $p=\tfrac13$,
$$B_{SJ}=B_J+n\left(2w_R+\tfrac49e_M\right).$$
A potential $Cn_+/\bar n$, linear in the background density, gives the same zero pressure at $\bar n$ but $B_{\rm lin}=B_J+2\bar nC=B_J-2P_J=n^3d^2e_J/dn^2$. The kinetic term $\propto n^{2/3}$ is concave in $n$ and dominates at high density, and $B_{\rm lin}$ is negative for $r_s<2.14$ (root finding). Subtracting, with $C=w_R+e_M/3$, gives $B_{SJ}-B_{\rm lin}=n(\tfrac49-\tfrac23)e_M=\tfrac29n|e_M|$. The extra stiffness comes from the Madelung term and depends on $z$, while $C$ does not.

### Numbers

Take the round model values $r_s=2$, $z=3$, so $n=0.029842$ bohr$^{-3}$ and $r_0=2.8845$ bohr. Then $t_s=a/4=0.27624$, $e_x=-b/2=-0.22908$, $e_c=-0.04476$ and $e_J=0.00240$ Ha. The parts of $n\,de_J/dn$ are $\tfrac23t_s=0.18416$, $\tfrac13e_x=-0.07636$ and, from the analytic derivative of the parametrization, $-0.00673$; unrounded they sum to $0.10106$ Ha. So $P_J=0.029842\times0.10106=0.003016$ Ha/bohr$^3$, which at $29421$ GPa per Ha/bohr$^3$ is $88.7$ GPa, and $C=-0.10106$ Ha $=-2.75$ eV.

Next, $e_M=-0.9\times3/2.8845=-0.93604$ Ha, so $w_R=C-e_M/3=-0.10106+0.31201=0.21095$ Ha and $r_c=\sqrt{(16/3)(0.21095)}=1.06$ bohr. The energy is $e_{SJ}=0.00240+0.21095-0.93604=-0.72269$ Ha. From the analytic second derivative, $B_J=173.7$ GPa. Adding $n(2\times0.21095-\tfrac49\times0.93604)$, two nearly cancelling terms, gives $B_{SJ}=178.9$ GPa, whereas $B_{\rm lin}=173.74-2\times88.73=-3.7$ GPa. Small differences like this depend on the correlation fit: other fits to Monte Carlo data give $B_{\rm lin}$ from $-3.6$ to $-4.1$ GPa and $P_J$ from $88.7$ to $89.4$ GPa here, and $B_J$ from $0.14$ to $0.17$ GPa at $r_s=5$ and from $-0.16$ to $-0.18$ GPa at $r_s=6$.

The same formulas for $z=1$, with $P$ and $B$ in GPa, $C$ in eV and lengths in bohr:

| $r_s$ | $P_J$ | $C$ | $r_c$ | $B_J$ | $B_{SJ}$ |
|---|---|---|---|---|---|
| 2 | 88.7 | −2.75 | 0.51 | 173.7 | 84.1 |
| 3 | 6.46 | −0.68 | 1.16 | 16.1 | 20.5 |
| 4 | 0.24 | −0.06 | 1.76 | 2.15 | 7.15 |
| 5 | −0.36 | 0.17 | 2.35 | 0.14 | 3.10 |
| 6 | −0.32 | 0.27 | 2.94 | −0.18 | 1.56 |

At $r_s=6$ the ions remove the negative modulus as well as the negative pressure. At $r_s=2$ the same $C$ goes with $B_{SJ}=84$ GPa for $z=1$ and $179$ GPa for $z=3$. These are first-order model values: at sodium's density ($r_s=3.93$, $z=1$) the formula gives $7.6$ GPa, near the measured modulus, but at aluminium's ($r_s=2.07$, $z=3$) it gives $158$ GPa, about twice the measured one.

The edge density $n(0)$ needs a self-consistent profile. A slab of thickness $20r_s$ with 25 bohr of vacuum on each side was solved with $F=\int[ne_J(n)+|\nabla n|^2/8n]$, which has the bulk energy of jellium, by Newton iteration on a grid of spacing $h=r_s/80$. The cleavage force came from a one-sided four-point difference of converged total energies at $g=0,2h,4h,6h$. The values of $n(0)/\bar n$ belong to this functional and would differ in a Kohn-Sham calculation.

At $r_s=2$ and $C=0$, $\Delta\phi=0.10107$ Ha and the force is $88.71$ GPa. With $C=-P_J/\bar n$, $n(0)/\bar n=0.4356$, the theorem gives $0.10106\,(1-0.4356)=0.05704$ Ha, equal to the computed $\Delta\phi$, and the force drops to $-0.02$ GPa. That residue is about $0.02\%$ of $P_J$, similar to the offset of $88.71$ from $88.73$ GPa at $C=0$; it is presumably discretization error, which was not isolated. Keeping $C$ in the gap returns the force to $88.71$ GPa with the surface unchanged, and doubling $C$ reverses it to $-88.74$ GPa. At $r_s=6$ the signs are opposite: $-0.323$ GPa for $C=0$, zero to three decimals for $C=-P_J/\bar n$, $-0.323$ GPa with the gap filled and $+0.323$ GPa for doubled $C$.
